# Does a hotter ampoule deliver more vapour through a cold passage?

**The argument under review**

The manuscript concerns a liquid precursor for atomic layer deposition. An inert carrier gas passes through a heated ampoule, picks up vapour, and flows to the reactor through a metal valve block. The argument has three steps. Vapour pressure rises steeply with temperature. The carrier leaves the ampoule saturated. Therefore, at fixed carrier flow and total pressure, raising the ampoule from 370 K to 390 K multiplies the steady delivery by the ratio of the two vapour pressures, which is 3.08 for the stated precursor.

The first two steps are acceptable. The third assumes that what leaves the ampoule reaches the reactor, yet the manuscript puts the valve block at 350 K. The question is what partial pressure leaves a passage whose wall is colder than the ampoule.

I use the following conventions. The algebra is in atomic units, $\hbar=m_e=e=1$, with temperature written as an energy, $\tau=k_BT$. Numbers are in laboratory units. Subscripts $a$ and $c$ denote the ampoule and the cold wall. The total pressure $P$ is uniform, the vapour is ideal and dilute, and the wall temperature $T_c$ is the one reached during operation.

**1. Saturation belongs to a surface and its temperature**

Vapour and liquid coexist when their chemical potentials are equal. Along the coexistence line the changes of the two potentials are equal as well. With $d\mu=-s\,d\tau+v\,dp$, where $s$ and $v$ are entropy and volume per molecule,

$$(v_g-v_l)\,dp=(s_g-s_l)\,d\tau .$$

Since $\mu=h-\tau s$, equal potentials also give $s_g-s_l=\ell/\tau$, where $\ell=h_g-h_l$ is the latent heat per molecule. The liquid volume is negligible beside $v_g=\tau/p$, so

$$\frac{d\ln p_s}{d\tau}=\frac{\ell}{\tau^2}.$$

For constant $\ell$, integration from the cold-wall temperature gives

$$p_s(\tau)=p_c\exp\!\left[\ell\left(\frac1{\tau_c}-\frac1\tau\right)\right],\qquad p_c=p_s(\tau_c).$$

The manuscript uses this law at the ampoule only. It applies equally to any liquid film on the valve block, at the block's temperature.

To see how such a film acts, count molecules striking it. In a gas of density $n=p/\tau$ and molecular mass $m$, the rate per unit area is

$$n\sqrt{\frac{m}{2\pi\tau}}\int_0^\infty v\,e^{-mv^2/2\tau}dv
=n\sqrt{\frac{m}{2\pi\tau}}\,\frac{\tau}{m}=\frac{p}{\sqrt{2\pi m\tau}} .$$

Let a fraction $\alpha$ stick. At $p=p_c$ evaporation must balance condensation, which fixes the evaporation rate. If that rate depends on the liquid and its temperature but not on the vapour above it, the net condensation rate at another pressure is

$$J=\frac{\alpha\,(p-p_c)}{\sqrt{2\pi m\tau_c}} .$$

Vapour above $p_c$ condenses. Vapour below $p_c$ is replenished from the film while any film remains. The quantity that drives condensation is thus the excess $p-p_c$, not $p$ itself.

**2. How much of the excess gets through**

A surface can remove only the vapour that reaches it, so the existence of a cold spot does not by itself settle the matter. The passage must be long enough for molecules to diffuse to the wall.

Take a round tube of radius $R$ carrying volume flow $Q$. In steady laminar flow, the pressure force on a coaxial cylinder of radius $r$ balances the viscous force on its side. For viscosity $\eta$ and pressure gradient $-G$,

$$\pi r^2G=-2\pi r\,\eta\frac{du}{dr}\quad\Rightarrow\quad u=\frac{G}{4\eta}(R^2-r^2),$$

where $u(R)=0$ was used. The mean of $1-r^2/R^2$ over the cross-section is $1/2$, so with mean speed $Q/\pi R^2$

$$u=\frac{2Q}{\pi R^2}\left(1-\frac{r^2}{R^2}\right).$$

Let $\theta=p-p_c$. Vapour carried along the tube must balance vapour diffusing across it. With diffusivity $D$, and with diffusion along the axis neglected,

$$u\frac{\partial\theta}{\partial z}=\frac{D}{r}\frac{\partial}{\partial r}\left(r\frac{\partial\theta}{\partial r}\right).$$

Set $x=r/R$ and $\zeta=\pi Dz/(2Q)$, so that $\partial/\partial z=(\pi D/2Q)\,\partial/\partial\zeta$. Both sides then carry the factor $D/R^2$, which cancels:

$$(1-x^2)\frac{\partial\theta}{\partial\zeta}=\frac1x\frac{\partial}{\partial x}\left(x\frac{\partial\theta}{\partial x}\right).$$

The radius has dropped out of $\zeta$: at fixed $Q$, a wider tube has slower flow but a longer way to the wall. If the surface exchanges molecules much faster than diffusion supplies them, the gas at a wet wall is saturated and $\theta=0$ at $x=1$. At the inlet $\theta=p_a-p_c$ across the tube. Cooling the mixture at fixed $P$ does not change this, because the partial pressure is the mole fraction times $P$.

Try $\theta\propto f(x)e^{-\lambda^2\zeta}$. Then

$$f''+\frac{f'}x+\lambda^2(1-x^2)f=0,\qquad f(1)=0 .$$

Insert $f=\sum_n a_nx^{2n}$. The first two terms turn $a_nx^{2n}$ into $4n^2a_nx^{2n-2}$. Collecting the power $x^{2n-2}$ gives

$$4n^2a_n=-\lambda^2(a_{n-1}-a_{n-2}),\qquad a_0=1,\quad a_{-1}=0 .$$

The smallest $\lambda$ for which the series vanishes at $x=1$ is $\lambda_1=2.7044$, with $\lambda_1^2=7.3136$.

Write $w=x(1-x^2)$. For two modes, multiply each equation by $x$ times the other mode, subtract, and integrate. The derivative terms form a total derivative that vanishes at both ends, which leaves $(\lambda_i^2-\lambda_j^2)\int_0^1wf_if_j\,dx=0$. Different modes are therefore orthogonal with weight $w$. I use the standard property of such eigenvalue problems that the modes can represent the uniform inlet profile: $1=\sum_kC_kf_k$, with

$$C_k=\frac{\int_0^1wf_k\,dx}{\int_0^1wf_k^2\,dx}.$$

The outlet pressure that matters is the flow-weighted mean. Because $\int_0^1w\,dx=1/4$, the transmitted fraction of the excess is

$$g=4\int_0^1w\,\frac{\theta}{p_a-p_c}\,dx=\sum_kA_ke^{-\lambda_k^2\zeta},\qquad
A_k=\frac{4\left(\int_0^1wf_k\,dx\right)^2}{\int_0^1wf_k^2\,dx}.$$

No $A_k$ is negative, and their sum is 1 because $g=1$ at $\zeta=0$. Each $\lambda_k^2$ is positive: multiplying the mode equation by $xf$ and integrating by parts gives $\int_0^1xf'^2dx=\lambda^2\int_0^1wf^2dx$. So $g$ falls from 1 towards 0 as the cold passage lengthens, and far along it $g\simeq A_1e^{-\lambda_1^2\zeta}$ with $A_1=0.8191$.

**3. The corrected relation**

For $p_a>p_c$ the wall stays wet and

$$p_{\rm out}=p_c+g\,(p_a-p_c).$$

For $p_a<p_c$ the steady wall is dry; at equality a film neither grows nor shrinks, and $p_{\rm out}=p_a$ either way. An old film may feed the gas for a time, but nothing replaces it. After it has gone there is no exchange and $p_{\rm out}=p_a$.

For a long cold passage, $g\to0$ and the two cases combine into

$$p_{\rm out}=\min\,[\,p_s(T_a),\,p_s(T_c)\,].$$

If several long sections follow one another, each applies this rule to the pressure it receives, so at uniform $P$ the lowest saturation pressure on the route sets the final value. Where the total pressure differs between sections, the lowest ratio of saturation pressure to local total pressure sets the final mole fraction. Heating the ampoule helps until its vapour pressure meets that of the coldest long section.

For a short passage, $g$ is not small and the manuscript's expectation partly survives. The sensitivity to ampoule temperature shows how far. Differentiating at fixed $g$ and $p_c$, and using $dp_a/d\tau_a=\ell p_a/\tau_a^2$,

$$\frac{d\ln p_{\rm out}}{d\tau_a}=\frac{g\,p_a}{p_{\rm out}}\,\frac{\ell}{\tau_a^2}.$$

The factor $gp_a/p_{\rm out}$ is the share of the ampoule's logarithmic sensitivity that survives the cold spot. It is 1 for $g=1$ and 0 for $g=0$.

Pressure must still be converted into delivery. Carrier and precursor leave in the ratio of their partial pressures, so for carrier flow $N_c$

$$N=N_c\frac{p_{\rm out}}{P-p_{\rm out}} .$$

The cap on $p_{\rm out}$ is therefore a cap on delivery at given $N_c$ and $P$. It does not forbid a larger delivery by other means. Near the cap $N\simeq N_cp_c/P$, so more carrier or a lower total pressure raises $N$. Of these, more carrier also weakens the capture. At fixed temperature $Q=N_c\tau/P$, and $D$ varies as $1/P$ in a dilute gas, so $\zeta\propto D/Q$ varies as $1/N_c$ and is independent of $P$. These statements assume that the ampoule still saturates the carrier. The factor $1/(P-p_{\rm out})$ also means that, with no cold spot at all, the step from 370 to 390 K in the case below would multiply the delivery by 3.18 rather than 3.08.

**4. The manuscript's case in numbers**

The case has $p_c=0.200$ Torr at 350 K (26.7 Pa), $\ell=0.70$ eV, $P=50$ Torr and a carrier flow of 50 sccm. At the cold wall $Q=16.23$ cm³/s and $D=0.90$ cm²/s. With $\ell/k_B=8123$ K, the ampoule pressure at 390 K is

$$p_a=0.200\,\exp\!\left[8123\left(\tfrac1{350}-\tfrac1{390}\right)\right]=0.200\,e^{2.380}=2.16\ \text{Torr}.$$

For a cold passage 10 cm long,

$$\zeta=\frac{\pi(0.90)(10)}{2(16.23)}=0.871,\qquad g=0.8191\,e^{-7.3136(0.871)}=0.00140 .$$

The outlet pressure is $0.200+0.00140(2.162-0.200)=0.203$ Torr. The delivered flow is $50(0.203)/(50-0.203)=0.204$ sccm, whereas the ampoule supplies $50(2.162)/(50-2.162)=2.26$ sccm. The difference, 91% of the ampoule's output, condenses in the block.

With the wall held at 350 K, heating the ampoule from 370 to 390 K thus raises its vapour pressure by a factor of 3.08 and the delivery by 1.0%. Almost all of the extra precursor is consumed without reaching the reactor.

Now let the cold part be 1 cm long, with everything else held fixed. Then $\zeta=0.0871$. One mode gives $g=0.433$. A numerical solution of the full tube equation, with the radius divided into 300 cells, gives 0.435; for the long passage both methods give 0.00140. The outlet pressure at 390 K is

$$0.200+0.435(1.962)=1.05\ \text{Torr},$$

and the same ampoule heating multiplies the delivery by 2.55. The surviving share of the sensitivity is $0.435(2.162)/1.054=0.89$, against 0.015 for the long passage. A claim that any cold spot imposes the cap would therefore also be wrong.

The single-mode formula gives the length that separates these cases. The excess falls by a factor $e$ over

$$\frac{2Q}{\pi D\lambda_1^2}=\frac{2(16.23)}{\pi(0.90)(7.3136)}=1.57\ \text{cm}.$$

To hold the outlet within 5% of the cap at 390 K, the leak must satisfy $g<0.05(0.200)/1.962=0.0051$. This needs $1.57\ln(0.8191/0.0051)\approx8$ cm of cold passage.

At the other end, a 340 K ampoule supplies 0.101 Torr, which is below the cap. Both passages, once dry, transmit 0.101 Torr. While an old film covers the long passage, however, the outlet stays near 0.200 Torr. A reading taken too early would show the block's temperature and hide the ampoule's.

**5. What the correction leaves out**

*Warming of the wall.* Condensing vapour releases latent heat, and the carrier arrives hot. For the long passage at 390 K these bring about 0.144 W, leaving out the heat the vapour itself gives up in cooling, which for so heavy a molecule may add roughly a fifth. If the block loses 0.10 W for each kelvin above its unloaded temperature of 350 K, it settles near 351.4 K, where the cap is 0.220 Torr. Ampoule heating can therefore raise delivery slightly by heating the block, here by about 10% relative to the 0.200 Torr cap. With this heat loss, the step from 370 to 390 K raises delivery by about 8%, or about 9% if the heat given up by the cooling vapour is included, not the 1.0% found for a fixed wall temperature. The cap still holds, at the actual wall temperature.

*Accumulation.* Take a bore of radius 0.2 cm and a liquid of density 1.3 g/cm³ and molecular mass 400 u. At the computed condensation rate, one bore volume of liquid then collects in the long passage in about 45 minutes. The excess, and hence the deposit, is greatest near the inlet, so liquid that stays where it forms closes the bore much sooner: at the initial rate, the first millimetre would fill in about 3 minutes. "Steady" here describes the gas over times short enough that the bore is little changed, or a passage from which the liquid drains.

*Droplets.* Heat and vapour obey the same tube equation, but the thermal diffusivity is 4.4 cm²/s against 0.90 cm²/s for the vapour. The gas therefore cools before it loses its excess, and the computed supersaturation $S=p/p_s(T)$ reaches about 7. That diffusivity belongs to the pure carrier. A vapour heat capacity near $50\,k_B$ per molecule, the size behind the added fifth of heat above, raises the heat capacity of the inlet gas by about 60%, slows the cooling and lowers the peak to about 5.6. Could fog carry the precursor through? With surface tension $\sigma$ and liquid volume $v_l$ per molecule, a droplet of radius $r$ costs

$$\Delta G=4\pi r^2\sigma-\frac{4\pi r^3}{3v_l}\,\tau\ln S .$$

Setting $d\Delta G/dr=0$ gives $r_*=2\sigma v_l/(\tau\ln S)$. Since $\tau\ln S/v_l=2\sigma/r_*$, the barrier is $4\pi r_*^2\sigma-\tfrac83\pi r_*^2\sigma=\tfrac43\pi r_*^2\sigma$. For $\sigma=0.025$ N/m its lowest value along the passage is about $150\,k_BT$, at $r_*=2.7$ nm, or about $200\,k_BT$, at 3.0 nm, with the vapour's heat capacity included. At this surface tension, the classical estimate makes spontaneous fog negligible in clean gas. That conclusion does not extend to every liquid: since $r_*\propto\sigma$, the barrier varies as $\sigma^3$. At 0.015 N/m it would be only about $33\,k_BT$, or about $43\,k_BT$ with the vapour's heat capacity included. The classical rate summed over the bore then lies between some $10^5$ to $10^6$ and some tens of droplets per second, so fog can no longer be excluded. Dust can also seed droplets, and liquid can be sprayed from the ampoule. The cap limits vapour, not droplets.

*Smaller corrections.* A sticking fraction of 0.1 leaves the long-passage outlet at 0.203 Torr. Diffusion along the axis, neglected in the tube equation, lowers the short-passage $g$ from 0.435 to about 0.429, its outlet from 1.05 to 1.04 Torr, and its gain from 2.55 to 2.54. The vapour is 4.3% of the gas at the inlet; counting the vapour in the total flow and including the drift of gas towards the wall raises the short-passage outlet by 2 to 3%. If the latent heat per molecule falls with temperature at the rate $8k_B$, $p_a$ at 390 K drops by 4.4%, while the cap, specified at 350 K, does not move. Thermal decomposition in the ampoule is not treated.

**6. Relation to real delivery lines**

The parameters are rough values in the regime of heated-ampoule delivery of low-volatility metal-organic liquids; they describe no particular compound. A vapour pressure of some tenths of a Torr near 350 K and a carrier flow of tens of sccm are reasonable there. The total pressure of 50 Torr stands for a restricted line upstream of a chamber at lower pressure. A 10 cm passage 40 K below the ampoule is a severe fault, which heating the passage would remove. Real blocks break the assumption of a fixed wall temperature, which for the assumed heat loss moves the cap from 0.200 to 0.220 Torr. Real deposition also doses in pulses. A film can then collect during one pulse and evaporate after it, and the steady formula does not give the dose per pulse.

**Requested revision**

The claim of a threefold gain should be withdrawn for the long block. The manuscript should report the wall temperature and length of the coldest section, and should plot delivery against ampoule temperature after each setting has become steady. A plateau alone does not identify the cause, because the curve would also flatten if the liquid's temperature stopped following the ampoule's set temperature. Evaporative cooling with a fixed heat conductance to the liquid weakens the rise but does not by itself produce a plateau. The discriminating measurement is to hold the ampoule at 390 K and warm the block.

For the long passage, with $g$ held at its 350 K value, a block at 360 K has a cap of 0.381 Torr and delivers 0.387 sccm instead of 0.204 sccm. Ten kelvin at the wall raises delivery by a factor of 1.90, where twenty kelvin at the ampoule gave 1.01 with the wall temperature fixed. To transmit the full ampoule pressure without steady condensation, every surface at the ampoule's total pressure must satisfy $p_s(T_c)\ge p_a$; for a saturated carrier, this means a wall at least as warm as the ampoule. Downstream of a restriction, at total pressure $P'<P$, the partial pressure is $p_aP'/P$ and a cooler wall suffices: about 351 K at 5 Torr for the 390 K ampoule. The remaining values for both passages are in the numerical output.

## Computed results

```
cold wall temperature: 350 K
cap p_s(T_c): 0.200 Torr = 26.7 Pa
latent heat per molecule: 0.70 eV
total pressure: 50 Torr
carrier flow: 50 sccm
volume flow at cold wall: 16.23 cm3/s
vapour diffusivity: 0.90 cm2/s
thermal diffusivity: 4.40 cm2/s
tube radius: 0.20 cm
cold lengths: 10 and 1 cm
precursor mass: 400 u; carrier 28 u
liquid density: 1.30 g/cm3
surface tension: 0.025 N/m
carrier viscosity: 2.0e-05 Pa s
first eigenvalue lambda: 2.7044; squared 7.3136
series amplitude A: 0.8191
zeta: long 0.8710, short 0.0871
leak g, long: full 0.00140, one term 0.00140
leak g, short: full 0.4352, one term 0.4332
mesh 150 to 300 cells, shift of long g: 0.002 %
T_a K | p_a Torr | p_out long, short Torr | flow long, short sccm
340 | 0.101 | 0.1011, 0.1011 | 0.1013, 0.1013
350 | 0.200 | 0.2000, 0.2000 | 0.2008, 0.2008
360 | 0.381 | 0.2003, 0.2788 | 0.2011, 0.2804
370 | 0.701 | 0.2007, 0.4181 | 0.2015, 0.4217
380 | 1.250 | 0.2015, 0.6568 | 0.2023, 0.6655
390 | 2.162 | 0.2028, 1.0537 | 0.2036, 1.0764
370 to 390 K: ampoule pressure ratio 3.083
370 to 390 K: flow ratio long 1.0102, short 2.553
ampoule output at 390 K: 2.260 sccm
condensed at 390 K, long: 2.056 sccm
condensed share: 91.0 %
wall at 360 K: cap 0.381 Torr
wall at 360 K: p_out 0.3836 Torr
wall at 360 K: flow 0.3865 sccm
340 K ampoule, old film: outlet first 0.1997 Torr
340 K ampoule, film gone: outlet 0.1011 Torr
sticking 0.1 at wall: long p_out 0.2031 Torr
gas at 390 K throughout: long g 0.00082
non-dilute flow, short p_out change: 2.60 %
Peclet number 57.4; Reynolds number 16.6
pressure drop, long: 0.039 Torr
heat capacity change -8 kB: p_a -4.4 %
total pressure on liquid: p_s change 0.071 %
block heat loss coefficient: 0.10 W/K
heat load on block: 0.144 W
self-heated block: 351.44 K, cap 0.220 Torr
largest supersaturation in gas: 7.15
lowest droplet barrier: 153 kT, radius 2.67 nm
log10 of droplets per second in bore: -42
time to condense one bore volume: 44.5 min
```
